# Why CIS and linear-response TDDFT miss conical ground-excited intersections

Q: I scan a molecule's geometry with CIS, and at some point the first singlet excitation energy falls to zero. The ground and first excited surfaces touch there, so I have located a conical intersection. I would say the same of linear-response TDDFT. Brillouin's theorem even seems to help, since it removes the coupling between the two states.

A: You have found a degeneracy, but touching surfaces need not form a cone. What must happen for two exact states of the same spin to become degenerate?

Q: Their energies must be equal.

A: That hides a second condition. Take two real basis states that vary smoothly with the nuclear coordinates $\mathbf R$ and span the two exact states. With $\bar H=(H_{11}+H_{22})/2$ and $D=(H_{11}-H_{22})/2$,

$$
\mathbf H=\bar H\,\mathbf 1+\begin{pmatrix}D&H_{12}\\H_{12}&-D\end{pmatrix}.
$$

The square of the last matrix is $(D^2+H_{12}^2)\mathbf 1$ and its trace is zero, so its eigenvalues are $\pm\sqrt{D^2+H_{12}^2}$. The gap is

$$
\Delta E=2\sqrt{D^2+H_{12}^2}.
$$

It vanishes when $D=0$ and $H_{12}=0$. With $N$ internal coordinates, two independent conditions leave a set of dimension $N-2$. Near it, $D$ and $H_{12}$ are generically linear in two independent displacements, so the gap opens linearly in every direction of that plane. That is the cone.

Q: In CIS the coupling is zero everywhere. Doesn't that just satisfy the second condition for free?

A: It does, and that is the trouble: a condition that holds everywhere no longer restricts the geometry.

Let $\Phi_0$ be a real closed-shell Hartree-Fock determinant with occupied orbitals $i$ and virtual orbitals $a$. Let $S_{ia}^\dagger$ create the normalized singlet single excitation,

$$
\Phi_i^a=S_{ia}^\dagger\Phi_0=\tfrac{1}{\sqrt2}\left(\Phi_{i\alpha}^{a\alpha}+\Phi_{i\beta}^{a\beta}\right).
$$

Change the orbital $i$ to $i+\kappa a$ for both spins, with small real $\kappa$. To first order the determinant becomes

$$
\Phi_0+\kappa\left(\Phi_{i\alpha}^{a\alpha}+\Phi_{i\beta}^{a\beta}\right)=\Phi_0+\sqrt2\,\kappa\,\Phi_i^a .
$$

The norm changes at second order, so the first-order energy change is $2\sqrt2\,\kappa\langle\Phi_0|H|\Phi_i^a\rangle$. The SCF energy is stationary, hence $\langle\Phi_0|H|\Phi_i^a\rangle=0$. This is Brillouin's theorem.

In the space of $\Phi_0$ and the singles, the Hamiltonian therefore splits into the number $E_0$ and the block $E_0\mathbf 1+\mathbf A$, where

$$
A_{ia,jb}=\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle .
$$

The signed gap is the lowest eigenvalue $\Omega(\mathbf R)$ of $\mathbf A$. One condition, $\Omega=0$, remains.

Q: What shape does the degeneracy then have?

A: Suppose that at $\mathbf R_0$ the eigenvalue $\Omega=0$ is simple, $\Omega$ has a nonzero gradient $\mathbf g$, and the reference varies smoothly. Then

$$
\Omega(\mathbf R)=\mathbf g\cdot(\mathbf R-\mathbf R_0)+O(|\mathbf R-\mathbf R_0|^2).
$$

By the implicit function theorem the zeros form a smooth hypersurface of dimension $N-1$. To first order, the degeneracy is lifted along $\mathbf g$ only. Displacements perpendicular to $\mathbf g$ can open the gap at second order, and along the curved hypersurface it stays zero. With two coordinates the exact problem has an isolated point, while CIS has a curve.

Q: When may I assume that the reference varies smoothly?

A: When the SCF solution is a nondegenerate stationary point. To see what that requires, expand the energy to second order. By Thouless's theorem a neighbouring determinant is, apart from its norm,

$$
\Psi=\exp\Big(\sqrt2\sum_{ia}\kappa_{ia}S_{ia}^\dagger\Big)\Phi_0
=\Phi_0+\sqrt2\,(\kappa\cdot S^\dagger)\Phi_0+(\kappa\cdot S^\dagger)^2\Phi_0+\dots
$$

Define $B_{ia,jb}=\langle\Phi_0|H|S_{ia}^\dagger S_{jb}^\dagger\Phi_0\rangle$. In $\langle\Psi|H-E_0|\Psi\rangle$ the linear terms vanish by Brillouin's theorem. The singles contribute $2\kappa^\dagger\mathbf A\kappa$, and the reference with the doubles contributes $2\,\mathrm{Re}(\kappa^T\mathbf B\kappa)$. Write $\kappa=q+ip$ with real $q$ and $p$. The matrices are real and symmetric, so

$$
E-E_0=2q^T(\mathbf A+\mathbf B)q+2p^T(\mathbf A-\mathbf B)p+\dots
$$

Real orbital changes are governed by $\mathbf A+\mathbf B$. If it is nonsingular, the implicit function theorem continues the real reference smoothly to nearby geometries.

There is a warning in this formula. If $\mathbf Av=0$, then

$$
v^T(\mathbf A+\mathbf B)v=v^T\mathbf Bv=-v^T(\mathbf A-\mathbf B)v .
$$

Unless $v^T\mathbf Bv=0$, one of the two quadratic forms is negative. At a generic CIS zero the reference is thus unstable to some orbital rotation, real or complex, even if the SCF iteration converges without complaint.

Q: My TDDFT calculations don't diagonalize a Hamiltonian containing the ground state. Does Brillouin's theorem apply there?

A: It isn't needed. Adiabatic TDDFT describes small oscillations of a Kohn-Sham determinant, with the Kohn-Sham energy in place of $\langle H\rangle$. $\mathbf A$ and $\mathbf B$ are then defined by the quadratic energy expansion above. No matrix element between interacting ground and excited states enters.

The oscillations follow from the Lagrangian $L=\mathrm{Re}\,i\langle\Psi|\dot\Psi\rangle-E$, with $\hbar=1$. To second order the first term is

$$
2\,\mathrm{Re}\left[i(q-ip)^T(\dot q+i\dot p)\right]=2(p^T\dot q-q^T\dot p)=4p^T\dot q-\frac{d}{dt}(2p^Tq).
$$

The total derivative has no effect on the motion. Varying $p$ and then $q$ gives

$$
\dot q=(\mathbf A-\mathbf B)p,\qquad \dot p=-(\mathbf A+\mathbf B)q,
$$

and therefore $\ddot q=-(\mathbf A-\mathbf B)(\mathbf A+\mathbf B)q$. The squared excitation energies $\omega^2$ are the eigenvalues of $(\mathbf A-\mathbf B)(\mathbf A+\mathbf B)$.

The Tamm-Dancoff approximation (TDA) drops $\mathbf B$ and uses the eigenvalues of $\mathbf A$, so the argument about $\Omega$ carries over. In full response, suppose that a simple eigenvalue of $\mathbf A-\mathbf B$ passes linearly through zero while $\mathbf A+\mathbf B$ stays positive definite. The reference then remains smooth, and the zero of $\omega^2$ is again one condition. There $\omega$ vanishes as a square root and is imaginary on the other side. That isn't a cone either. A zero of $\mathbf A+\mathbf B$ is a different case, because the reference itself can then cease to be smooth.

Q: Can you show me a case with a known exact cone, so that I can see what CIS does to it?

A: Put two electrons in orthogonal orbitals $a$ and $b$. Let $h_{aa}=-\delta/2$, $h_{bb}=\delta/2$ and $h_{ab}=-t$. The repulsion integrals are $(aa|aa)=(bb|bb)=U$, $(aa|bb)=V$ and $(ab|ab)=K$, and those of type $(aa|ab)$ are set to zero. Think of $\delta$ and $t$ as two nuclear coordinates: $\delta$ tunes the energies, and $t$ measures a symmetry-breaking distortion. In the singlet basis $a^2$, $b^2$, $ab$,

$$
\mathbf H=\begin{pmatrix}U-\delta&K&-\sqrt2t\\K&U+\delta&-\sqrt2t\\-\sqrt2t&-\sqrt2t&V+K\end{pmatrix}.
$$

At $t=0$ the state $ab$ separates, with energy $V+K$. The other two energies are $U\pm\sqrt{\delta^2+K^2}$. Let $R=U-V-K$, and assume $R>K>0$. The lower one meets $ab$ when $\sqrt{\delta^2+K^2}=R$, so for positive $\delta$

$$
\delta_*=\sqrt{R^2-K^2}.
$$

Q: How does the exact gap open around that point?

A: Along $\delta$, differentiating the square root gives the slope $\delta_*/R$. For the $t$ direction, write the lower state as $\cos\beta\,a^2-\sin\beta\,b^2$. Its energy is $U-\delta\cos2\beta-K\sin2\beta$, which is lowest for $\tan2\beta=K/\delta$. At $\delta_*$ this means $\sin2\beta=K/R$. The coupling to $ab$ is $-\sqrt2t(\cos\beta-\sin\beta)$, and two degenerate states split by twice its magnitude:

$$
\Delta E\approx2\sqrt2\,|t|\sqrt{1-\sin2\beta}=2\sqrt2\,|t|\sqrt{1-K/R}.
$$

For $U=8$, $V=4$ and $K=1$ eV, $R=3$ eV and $\delta_*=\sqrt8=2.828$ eV. The slopes are $2.828/3=0.943$ and $2\sqrt2\sqrt{2/3}=2.309$. To first order $\delta$ changes only $D$ and $t$ changes only $H_{12}$, so the two combine as

$$
\Delta E\approx\sqrt{[0.943\,(\delta-\delta_*)]^2+(2.309\,t)^2}.
$$

The gap opens linearly in every direction: this is a cone.

Q: And CIS for the same Hamiltonian?

A: Let the occupied orbital be $\cos\theta\,a+\sin\theta\,b$ and the virtual one $-\sin\theta\,a+\cos\theta\,b$. With $z=\cos2\theta$ and $x=\sin2\theta$, the reference and the singlet single excitation have the components

$$
\Phi_0=\left(\tfrac{1+z}{2},\tfrac{1-z}{2},\tfrac{x}{\sqrt2}\right),\qquad
\Phi_1=\left(-\tfrac{x}{\sqrt2},\tfrac{x}{\sqrt2},z\right).
$$

Insert $\Phi_0$ into $\mathbf H$. The sum of its first two squared components is $(1+z^2)/2$, the difference of these squares is $z$, and the product of the two components themselves is $(1-z^2)/4=x^2/4$. Hence

$$
E_0=\tfrac U2(1+z^2)-\delta z+\tfrac K2x^2-2tx+\tfrac{V+K}{2}x^2 .
$$

With $x^2=1-z^2$ and $W=U-V-2K$ this becomes

$$
E_0=\tfrac12(U+V+2K)+\tfrac W2z^2-\delta z-2tx .
$$

Since $dz/d(2\theta)=-x$ and $dx/d(2\theta)=z$, stationarity requires

$$
-Wzx+\delta x-2tz=0,\qquad\text{or}\qquad \delta=Wz+\frac{2tz}{x}.
$$

In the energy of $\Phi_1$ the $\delta$ and $t$ terms cancel, because its first two components are opposite:

$$
E_1=(U-K)x^2+(V+K)z^2=U-K-Wz^2 .
$$

Now subtract. The constants give $U-K-\tfrac12(U+V+2K)=\tfrac W2-K$, so

$$
\Omega=\tfrac W2-K-\tfrac{3W}{2}z^2+\delta z+2tx .
$$

Stationarity gives $\delta z+2tx=Wz^2+2t(z^2+x^2)/x=Wz^2+2t/x$. Therefore

$$
\Omega=\tfrac W2x^2-K+\frac{2t}{x}.
$$

Q: I can't read the shape of the zero set from that, because $x$ depends on $t$.

A: Expand for small $t$ on the branch where $x$ is small. Put $g=\delta-W>0$ and $z\approx1-x^2/2$. The stationarity condition $\delta x=z(Wx+2t)$ becomes

$$
gx=2t-\tfrac W2x^3-tx^2 .
$$

Divide by $x$, and use the leading result $t\approx gx/2$ in the small term $tx$:

$$
\frac{2t}{x}=g+\tfrac W2x^2+tx\approx g+\tfrac12(W+g)x^2 .
$$

Thus $\Omega\approx g-K+(W+g/2)x^2$. With $x\approx2t/g$, and $g=K$ in the coefficient of $t^2$ because we are near the zero,

$$
\Omega\approx\delta-\delta_0+\left(\frac{4W}{K^2}+\frac2K\right)t^2,\qquad \delta_0=W+K=R .
$$

The gap is linear in $\delta$ and quadratic in $t$, and the zero set is locally a parabola. Here $W=2$ eV, $\delta_0=3$ eV, and the coefficient is $8+2=10$ eV$^{-1}$. Direct minimization of the determinant energy at $t=0.01$ eV gives 9.99 eV$^{-1}$.

The expansion fails as $K\to0$. On the seam $g\to K$, and $g$ is the model's $\mathbf A+\mathbf B$, since $d^2E_0/d(2\theta)^2=\delta-W$ at $t=\theta=0$. The reference then ceases to be smooth.

Q: Is the exact gap also small along the parabola?

A: It is nonzero. At $t=0.1$ eV the CIS zero lies at $\delta=2.891$ eV, against $3-10(0.1)^2=2.900$ eV from the leading formula. The exact gap there is 0.238 eV.

Q: But $\langle\Phi_0|H|\Phi_1\rangle=0$ and their energies are equal there. What separates the exact states?

A: The double excitation. The model has three singlet configurations: $\Phi_0$, $\Phi_1$ and the doubly excited $\Phi_2$. If neither $\Phi_0$ nor $\Phi_1$ coupled to $\Phi_2$, they would be exact and degenerate. Brillouin's theorem removes one matrix element in one basis; it doesn't say that the exact states are uncoupled.

Q: Is there a difference I could detect without mapping the whole surface?

A: Follow a state around a closed loop. Near a cone, choose scaled coordinates so that $D=r\cos\varphi$ and $H_{12}=r\sin\varphi$. The upper eigenvector is $(\cos\frac\varphi2,\sin\frac\varphi2)$ and the lower one is $(-\sin\frac\varphi2,\cos\frac\varphi2)$. Both change sign when $\varphi$ increases by $2\pi$.

On a loop of radius 0.1 eV around $(\delta_*,0)$, the exact ground state of the model acquires the factor $-1$, and the gap stays above 0.09 eV at the sampled points. The RHF state varies smoothly around the same loop but returns with $+1$: its orbital is occupied twice, so any sign change of the orbital cancels. The RHF reference therefore misses the sign change that marks the exact cone. On an equal loop around the CIS zero $(\delta_0,0)$, the CIS gap changes sign twice, because the loop cuts the seam twice.

Q: Does a real molecule behave this way, or only your model?

A: Take singlet CH$_2$ in the STO-3G basis, with C-H distances of 1.10 angstrom. One coordinate is the H-C-H angle. A planar triatomic can't leave its plane by moving its nuclei, so a uniform electric field perpendicular to the plane serves as the symmetry-breaking parameter.

At zero field the CIS gap is $+1.93$ eV at 100 degrees and $-0.86$ eV at 165 degrees. A negative value means that the "excited" state lies below the reference. The zero is at 137.97 degrees. At fields of 0.5 and 1.0 V/angstrom it moves to 138.08 and 138.42 degrees. The degeneracy survives the loss of the mirror plane, as a curve should. These fields, up to $10^{10}$ V/m, are a formal probe, and the numbers belong to the minimal basis: in cc-pVDZ the zero-field zero moves to 142.3 degrees and the gap at 165 degrees is $-0.59$ eV.

Q: How does the gap open from the zero-field point?

A: Along the angle the slope is $-0.0447$ eV per degree. At the fixed zero-field angle, the two fields open gaps of 0.0050 and 0.0199 eV. Doubling the field multiplies the gap by four, so the opening is quadratic. Reflection in the plane reverses the field, so $\Omega$ must be even in it, and because $\Omega$ is also smooth here, it has no linear term. Evenness alone would not be enough: the exact gap of the model, proportional to $|t|$, is even too. (In cc-pVDZ the slope is $-0.034$ eV per degree and the larger field opens 0.013 eV.) The two rates also predict the seam's displacement at the larger field: $0.0199/0.0447=0.45$ degrees, in agreement with $138.42-137.97=0.45$.

Q: Perhaps CIS has misplaced a genuine crossing slightly.

A: There is no exact crossing at these points. Without the field, the two lowest exact singlets do meet at 180 degrees, where they are the two components of a $\Delta$ state of the linear molecule. That is 42 degrees away, and linear symmetry enforces it. Full CI in the same basis gives a singlet gap of 0.62 eV at each of the three seam points. In 6-31G, frozen-core full CI gives about 0.5 eV at the CIS zero of that basis. The CIS degeneracy there is false. This example doesn't locate an exact cone; the model does that.

Q: And the instability you warned about?

A: It is there. At the zero-field crossing the lowest eigenvalue of $\mathbf A+\mathbf B$ is $+1.15$ eV, and that of $\mathbf A-\mathbf B$ is $-1.22$ eV. The reference is a local minimum among real closed-shell determinants but is unstable to complex orbital rotations. A stability analysis restricted to real orbitals of this kind would miss it. In cc-pVDZ the two eigenvalues are $+0.75$ and $-0.81$ eV, with the same signs.

Full response, here time-dependent Hartree-Fock, fails earlier on the way to wider angles. Its root vanishes at 109.95 degrees (near 119 degrees in cc-pVDZ), where the lowest eigenvalue of $\mathbf A-\mathbf B$ passes through zero while $\mathbf A+\mathbf B$ stays positive definite. At 0.4 and 0.2 degrees before that angle, $\omega$ is 0.226 and 0.159 eV, with ratio $1.42\approx\sqrt2$, as the square-root law requires. At the CIS crossing $\omega^2=-1.42$ eV$^2$, so $\omega$ is imaginary.

Q: Would a density functional cure this?

A: BHandHLYP in the TDA doesn't. Its zero lies near 140.4 degrees without the field and near 140.9 degrees at 1.0 V/angstrom. The slope with angle is $-0.039$ eV per degree. The position depends on the functional, but in the TDA a regular zero remains subject to one condition. Without exact exchange, $\mathbf A-\mathbf B$ is the diagonal matrix of orbital-energy differences, so a TDA zero then requires a reference that either violates the aufbau order or is a saddle point among real orbitals. With PBE the zero lies between 140 and 160 degrees, on a reference whose lowest empty orbital is about 1 eV below the highest occupied one.

Q: Then should I distrust every intersection from CIS?

A: No. Two excited states are both eigenvectors of $\mathbf A$, and $\mathbf A$ contains couplings between single excitations. Two conditions are available there. Equilateral H$_3^+$ with sides of 0.90 angstrom shows this in STO-3G: the CIS states S$_1$ and S$_2$ are degenerate. Moving each atom by 0.01 angstrom along the two independent directions of the degenerate vibration splits them by 0.692 and 0.688 eV. Halving the second displacement gives 0.344 eV, so the opening is linear. Two directions alone would not exclude a seam along a third. To leading order, however, the squared splitting is a quadratic form in the two displacements, and the threefold symmetry rotates their plane by 120 degrees. A quadratic form unchanged by such a rotation is the same in every direction, so the gap opens linearly in all directions of the plane. The topology is right: full CI in STO-3G is also degenerate at the equilateral point and splits by 0.706 and 0.698 eV. The size of the splitting depends strongly on the basis; CIS in cc-pVTZ gives 0.22 eV in both directions.

Q: What should I use for the ground-excited case?

A: Use a method that obtains both states from one Hamiltonian matrix and keeps the configurations that couple them. State-averaged CASSCF does this: one set of orbitals minimizes a weighted average of the energies, and both states are roots of the same CI matrix. In the two-orbital model, the $3\times3$ matrix is the complete two-electron, two-orbital active space, and it yields the cone. In a molecule the active space must contain the configurations that matter for both states; state averaging can't restore one that was left out.

Q: So when my CIS or TDA gap reaches zero, what have I learned?

A: That the signed gap has met one condition. Treat the point as a warning about the single reference, which is generically unstable there, and examine the region with a method that treats both states together. The zero alone doesn't show that an exact intersection is nearby. The numerical check reproduces the main numbers for the model and the three molecular calculations. It doesn't include the larger-basis values, the PBE result, or the full CI for H$_3^+$ and for linear CH$_2$, and its RHF loop is centred on the CIS zero instead of the exact cone.

## Values computed for the example and the checks

```
Model U, V, K: 8.0, 4.0, 1.0 eV; W = 2.0 eV
Exact cone at t=0, delta = 2.8284 eV
Exact gap slope along delta: 0.9428
Exact gap slope along t: 2.3094
CIS zero at t=0, delta = 3.0000 eV
CIS t^2 coefficient, formula: 10.000 1/eV
CIS t^2 coefficient, numeric (t=0.01 eV): 9.990 1/eV
CIS seam at t=0.1 eV: delta = 2.8909 eV
Parabola estimate there: 2.9000 eV
Exact gap at that seam point: 0.2383 eV
Loop radius: 0.1 eV
Smallest exact gap on loop: 0.0941 eV
Loop sign, exact ground state: -1
Loop sign, RHF state: +1
Sign changes of CIS gap on its loop: 2
CH2 bond length: 1.10 angstrom, basis STO-3G
CIS gap at 100 degrees: 1.9272 eV
CIS gap at 165 degrees: -0.8631 eV
CIS seam, field 0.0 V/angstrom: 137.968 degrees
  full-CI gap there: 0.6213 eV
CIS seam, field 0.5 V/angstrom: 138.079 degrees
  full-CI gap there: 0.6197 eV
CIS seam, field 1.0 V/angstrom: 138.417 degrees
  full-CI gap there: 0.6151 eV
Largest |CIS gap| on seam points: 1.6e-07 eV
CIS gap slope with angle: -0.04472 eV/degree
CIS gap at zero-field seam angle, 0.5 V/A: 0.00498 eV
CIS gap at zero-field seam angle, 1.0 V/A: 0.01990 eV
Largest reference-single coupling: 1.3e-07 eV
Largest reference-other coupling: 3.163 eV
Lowest eigenvalue A+B on CIS seam: 1.1541 eV
Lowest eigenvalue A-B on CIS seam: -1.2186 eV
v(A+B)v, formula: 1.1840 eV
v(A+B)v, energy differences: 1.1840 eV
TDHF omega^2 on CIS seam: -1.4163 eV^2
TDHF omega vanishes at: 109.954 degrees
TDHF omega 0.2 degrees before: 0.1591 eV
TDHF omega 0.4 degrees before: 0.2255 eV
TDA-BHandHLYP seam, 0.0 V/angstrom: 140.421 degrees
TDA-BHandHLYP seam, 1.0 V/angstrom: 140.875 degrees
TDA-BHandHLYP slope with angle: -0.03938 eV/degree
BHandHLYP v(A+B)v, formula: 1.0112 eV
BHandHLYP v(A+B)v, energy differences: 1.0111 eV
H3+ side: 0.90 angstrom, basis STO-3G
H3+ CIS S1-S2 gap, equilateral: 3.6e-14 eV
H3+ gap, 0.01 angstrom, direction 1: 0.69195 eV
H3+ gap, 0.01 angstrom, direction 2: 0.68840 eV
H3+ gap, 0.005 angstrom, direction 2: 0.34415 eV
```
